# Comment on the claim that every doubly excited state of a two-electron atom autoionises

## The argument under review

The submitted argument runs as follows. "In He or H⁻ the configuration $2p^2$ lies far above the energy of a $1s$ electron plus a free electron at rest. A discrete level inside a continuum is mixed with it by the repulsion $e^2/4\pi\epsilon_0 r_{12}$, so each term of $2p^2$ decays to $1s+e^-$ with a width $\Gamma=2\pi|V|^2$. In H⁻ the term $^3P$ cannot be stationary in any case, since the best screened $2p^2$ function lies above the energy of H($n=2$) plus a free electron."

The premise about energies is right. The two conclusions do not follow. The first takes degeneracy with a continuum for coupling to it, and the second takes a variational upper bound for an energy.

## Model and units

The argument uses a fixed point nucleus of charge $Ze$ and the non-relativistic Hamiltonian

$$H=-\frac{\hbar^2}{2m}(\nabla_1^2+\nabla_2^2)+\frac{e^2}{4\pi\epsilon_0}\Big(-\frac{Z}{r_1}-\frac{Z}{r_2}+\frac{1}{r_{12}}\Big).$$

With lengths in $a_0=4\pi\epsilon_0\hbar^2/me^2$, both prefactors become multiples of $E_h=\hbar^2/ma_0^2=e^2/4\pi\epsilon_0a_0$, and $H/E_h=-\tfrac12(\nabla_1^2+\nabla_2^2)-Z/r_1-Z/r_2+1/r_{12}$. These units are used below, with $E_h=27211.386$ meV and $\hbar/E_h=0.024189$ fs. A one-electron level is $-Z^2/2n^2$, so the thresholds $n=1,2$ are $-0.5$ and $-0.125$ for H⁻, and $-2$ and $-0.5$ for He.

## First objection: the coupling vanishes for $^3P$

$H$ contains no spin, and it is unchanged by a rotation of both electrons and by the inversion $\mathbf r_i\to-\mathbf r_i$. It conserves $S$, $L$ and parity $\pi$. In a channel $ns\,\varepsilon l$ the $s$ electron carries no angular momentum, so $L=l$ and $\pi=(-1)^L$. The configuration $2p^2$ has $\pi=(-1)^{1+1}=+1$. Its terms $^1S$ and $^1D$ have even $L$ and find the partners $1s\,\varepsilon s$ and $1s\,\varepsilon d$. The term $^3P$ has $L=1$, which demands $\varepsilon p$ and odd parity, so it has no partner.

The same fact can be shown on the wave function. The three components of an $L=1$ state form a vector $\mathbf A(\mathbf r_1,\mathbf r_2)$ that rotates with its arguments. Expand it in the basis $\mathbf r_1,\mathbf r_2,\mathbf r_1\times\mathbf r_2$. The coefficients are rotation invariants, hence functions of $r_1,r_2,r_{12}$ alone, and these do not change under inversion. The first two basis vectors are odd and the third is even, so every even $L=1$, $M=0$ state has the form

$$\Psi=W\,F(r_1,r_2,r_{12}),\qquad W=(\mathbf r_1\times\mathbf r_2)_z=x_1y_2-y_1x_2 .$$

$W$ changes sign under exchange, so a symmetric $F$ gives the antisymmetric spatial function of a triplet. Let $\mathbf n_i$ be unit vectors and $c=\mathbf n_1\cdot\mathbf n_2$. At fixed radii $F$ depends on angles through $c$ only. Projecting electron 1 on an $s$ orbital requires

$$\int d\Omega_1\,(\mathbf n_1\times\mathbf n_2)\,f(c)=\Big[\int d\Omega_1\,\mathbf n_1 f(c)\Big]\times\mathbf n_2 .$$

With the polar axis along $\mathbf n_2$, the transverse components of $\mathbf n_1$ go as the cosine and sine of the azimuth and integrate to zero. The bracket is parallel to $\mathbf n_2$, and $\mathbf n_2\times\mathbf n_2=0$. Since $H\Psi$ has the same $L$ and $\pi$, it has the same form, and $\langle ns\,\varepsilon l|H|\Psi\rangle=0$ for every $n$, $\varepsilon$, $l$. The exchanged term vanishes likewise. This holds for any $F$, so it is exact within the model and includes all correlation.

### Where the argument is right

For the singlets the golden rule gives a width. Use $1/r_{12}=\sum_k (r_<^k/r_>^{k+1})P_k(c)$, and let $\langle\ \rangle$ be the average over both spheres, with $\langle n_in_j\rangle=\delta_{ij}/3$ and $\langle z^4\rangle=1/5$ for the Cartesian components of a unit vector. The angular function of $^1D$ ($M=0$) is $3z_1z_2-c$, with mean square $9\cdot\frac19-6\cdot\frac19+\frac13=\frac23$. It is linear in $\mathbf n_1$, so against an $s$ orbital only $P_1=c$ survives. Averaging over sphere 1 gives $3z_2\cdot\frac{z_2}{3}-\frac13=\frac13(3z_2^2-1)$, a $d$ wave, and $\langle(3z^2-1)^2\rangle=\frac95-2+1=\frac45$. The factor between normalised functions is

$$c_D=\frac{\frac13\cdot\frac45}{\sqrt{2/3}\,\sqrt{4/5}}=\sqrt{\frac{2}{15}}=0.365148 .$$

For $^1S$ the normalised function is $\sqrt3\,c$ and $c_S=\sqrt3\langle c^2\rangle=1/\sqrt3=0.577350$. The size of the $^1D$ width needs the screened orbital and is estimated further on.

## Second objection: the threshold and the use of the bound

$H$ maps the space of functions $WF$ onto itself, so this sector has its own spectrum. Its continuous part consists of states with one electron escaping and the other left in a level $nl$ and, from zero energy upwards, also of states with both electrons free. The HVZ theorem states that, for Coulomb forces, it begins at the lowest level $nl$ that the symmetry admits. For $nl\,\varepsilon l'$, $L=1$ needs $|l-l'|\le1\le l+l'$, and even parity needs $l+l'$ even. Together they give $l=l'\ge1$. The lowest channel is $2p\,\varepsilon p$, and the continuum starts at $-Z^2/8$.

Below $-Z^2/8$ the sector can hold only discrete eigenvalues with normalisable eigenfunctions. If it held none, the quotient $\langle\Psi|H|\Psi\rangle/\langle\Psi|\Psi\rangle$, being a weighted mean of the spectrum, would be at least $-Z^2/8$ for every $\Psi$. One trial function below $-Z^2/8$ therefore proves a bound state. A trial function above it proves nothing, because a better one may go lower.

### The single configuration

Take $F=e^{-\zeta(r_1+r_2)/2}$, which puts both electrons in the $2p$ orbital of a charge $\zeta$. For that orbital the virial theorem gives $\langle T\rangle=\zeta^2/8$ and $\langle -\zeta/r\rangle=-\zeta^2/4$, so $\langle 1/r\rangle=\zeta/4$. Two electrons contribute $\zeta^2/4-Z\zeta/2$.

The repulsion is $\sum_kF^k\,\overline{P_k}$, with $F^k$ the radial integrals and $\overline{P_k}$ the angular means. Because $P_k(c)$ is a scalar, $W^2$ may be averaged over orientations, which gives a weight $|\mathbf n_1\times\mathbf n_2|^2/3\propto1-c^2$. This is an even quadratic, so only $k=0,2$ survive, $\overline{P_0}=1$, and

$$\overline{P_2}=\frac{\frac12\int_{-1}^1(1-c^2)(3c^2-1)\,dc}{\int_{-1}^1(1-c^2)\,dc}=\frac{\frac12\left(\frac83-2-\frac65\right)}{\frac43}=-\frac15 .$$

With $t=\zeta r$ the radial density is $t^4e^{-t}/24$. The regions $t_1>t_2$ and $t_1<t_2$ contribute equally, so

$$F^k=\frac{2\zeta}{576}\int_0^\infty dt\,t^{4+k}e^{-t}\int_t^\infty ds\,s^{3-k}e^{-s}.$$

The inner integral is $e^{-t}(t^3+3t^2+6t+6)$ for $k=0$ and $e^{-t}(t+1)$ for $k=2$. With $\int_0^\infty t^ne^{-2t}dt=n!/2^{n+1}$,

$$F^0=\frac{\zeta}{288}\Big(\frac{7!}{2^8}+\frac{3\cdot6!}{2^7}+\frac{6\cdot5!}{2^6}+\frac{6\cdot4!}{2^5}\Big)=\frac{93\zeta}{512},\qquad F^2=\frac{\zeta}{288}\Big(\frac{7!}{2^8}+\frac{6!}{2^7}\Big)=\frac{45\zeta}{512}.$$

Then $F^0-F^2/5=84\zeta/512=21\zeta/128$ and $E(\zeta)=\zeta^2/4-\zeta(Z/2-21/128)$. Setting $dE/d\zeta=0$ gives

$$\zeta=Z-\frac{21}{64},\qquad E_{\min}=-\Big(\frac Z2-\frac{21}{128}\Big)^2 .$$

For He, $\zeta=1.671875$ and $E_{\min}=-0.698792<-0.5$, which already proves binding. At large $Z$, $E_{\min}\to-Z^2/4$, far below $-Z^2/8$. For H⁻, $\zeta=0.671875$ and $E_{\min}=-0.112854>-0.125$. This is the number the argument relies on, and it leaves the question open.

### The $^1D$ width, to first order

The $L=2$ angular functions form the tensor $Q_{ij}=\frac12(n_{1i}n_{2j}+n_{1j}n_{2i})-\frac13c\,\delta_{ij}$, and $\sum Q_{ij}^2=\frac12(1+c^2)-\frac13c^2\propto3+c^2$. Since $\int P_2\,dc=0$ and $\int c^2P_2\,dc=\frac12(\frac65-\frac23)=\frac4{15}$, one finds $\overline{P_2}=\frac{4}{15}/\frac{20}{3}=\frac1{25}$. The repulsion per unit $\zeta$ is $g=0.1816406+0.0878906/25$, and the same minimisation for He gives $\zeta=2-2g=1.62969$ and $E=-(1-g)^2=-0.66397$. The electron leaves with $\varepsilon=-0.66397+2=1.33603$, so $k=\sqrt{2\varepsilon}=1.63464\,a_0^{-1}$.

The final state is $[1s(1)\varepsilon d(2)+\varepsilon d(1)1s(2)]/\sqrt2$. Its two terms give equal elements with the symmetric initial state, and one-electron operators vanish because both electrons change $l$. Hence $V=\sqrt2\,c_DR^1$, with

$$R^1=\iint dr_1dr_2\,u_{2p}(r_1)u_{1s}(r_1)\frac{r_<}{r_>^2}u_{2p}(r_2)u_{\varepsilon d}(r_2).$$

Here $u_{1s}$ is hydrogenic with $Z=2$, and $u_{\varepsilon d}=\sqrt{2/\pi k}\,F_2(-1/k,kr)$ is the regular Coulomb wave for charge $Z-1=1$. A wave of unit amplitude is normalised to $\frac\pi2\delta(k-k')$, and $\delta(\varepsilon-\varepsilon')=\delta(k-k')/k$, which fixes the prefactor. The $r_1$ integral is a pair of incomplete gamma functions, and 80-point Gauss–Legendre quadrature in $r_2$ up to $30\,a_0$ gives $R^1=0.04685\,E_h^{1/2}$. Then

$$\Gamma=2\pi\cdot2\cdot\tfrac{2}{15}\cdot(0.04685)^2=0.00368\,E_h\approx100\text{ meV},\qquad \tau=\frac{0.024189\text{ fs}}{0.00368}=6.6\text{ fs}.$$

With uncorrelated orbitals this fixes the order of magnitude only: configuration interaction with the $1s$ orbital projected out lowers the level to about $-0.70\,E_h$ and the width to about $0.0024\,E_h$, some $66$ meV. For $^3P$ the same expression has the angular factor zero.

## The correlated calculation

### Reduced equation

$W$ is linear in $\mathbf r_1$, so $\nabla_1^2W=0$ and $\nabla_1W=(y_2,-x_2,0)$, which gives $\mathbf r_1\cdot\nabla_1W=W$ and $\mathbf r_2\cdot\nabla_1W=0$. Subscripts on $F$ denote partial derivatives with respect to $r_1$, $r_2$, $r_{12}$. The chain rule gives $\nabla_1F=F_1\mathbf r_1/r_1+F_{12}(\mathbf r_1-\mathbf r_2)/r_{12}$, so $2\nabla_1W\cdot\nabla_1F=2W(F_1/r_1+F_{12}/r_{12})$. The Laplacian of $F$ is $F_{1,1}+2F_1/r_1+F_{12,12}+2F_{12}/r_{12}+2\gamma_1F_{1,12}$, where $\gamma_1$ is the cosine between $\mathbf r_1$ and $\mathbf r_1-\mathbf r_2$. From $r_2^2=|\mathbf r_1-(\mathbf r_1-\mathbf r_2)|^2$ follows $\gamma_1=(r_1^2-r_2^2+r_{12}^2)/2r_1r_{12}$. Adding the parts,

$$\nabla_1^2(WF)=W\Big[F_{1,1}+\frac4{r_1}F_1+F_{12,12}+\frac4{r_{12}}F_{12}+2\gamma_1F_{1,12}\Big].$$

Without repulsion, products $F=f(r_1)h(r_2)$ are solutions. Putting $f=u/r^2$ gives $f'=u'/r^2-2u/r^3$ and $f''=u''/r^2-4u'/r^3+6u/r^4$, so $f''+4f'/r=(u''-2u/r^2)/r^2$. This is the radial operator for $l=1$. The $1s$ level is absent, and the lowest roots for $Z=1$ are $2p^2$ at $-\frac14$ and $2p3p$ at $-\frac18-\frac1{18}$.

For matrix elements between $WG$ and $WF$, note that $W\nabla^2(WF)=W^2\nabla^2F+2W\nabla W\cdot\nabla F=\nabla\cdot(W^2\nabla F)$. One integration by parts gives

$$T_{GF}=\tfrac12\int W^2\,(\nabla_1G\cdot\nabla_1F+\nabla_2G\cdot\nabla_2F),$$

with $\nabla_1G\cdot\nabla_1F=G_1F_1+G_{12}F_{12}+\gamma_1(G_1F_{12}+G_{12}F_1)$, and the same with $1\leftrightarrow2$.

### Perimetric coordinates

The direction of $\mathbf r_1$ gives $4\pi$, the azimuth of $\mathbf r_2$ about it gives $2\pi$, and $r_{12}\,dr_{12}=-r_1r_2\,dc$, so the volume element is $8\pi^2r_1r_2r_{12}\,dr_1dr_2dr_{12}$. Set $r_1=y+z$, $r_2=x+z$, $r_{12}=x+y$; from here on $x,y,z$ without index are these variables. The three triangle inequalities become $x,y,z\ge0$, the Jacobian is the constant 2, and exchange is $x\leftrightarrow y$. With $d=\mathbf r_1\cdot\mathbf r_2=(r_1^2+r_2^2-r_{12}^2)/2$,

$$r_1r_2-d=\tfrac12(r_{12}-r_1+r_2)(r_{12}+r_1-r_2)=2xy,$$
$$r_1r_2+d=\tfrac12(r_1+r_2-r_{12})(r_1+r_2+r_{12})=2z(x+y+z),$$

and $|\mathbf r_1\times\mathbf r_2|^2=r_1^2r_2^2-d^2=4xyz(x+y+z)$. The derivatives are $\partial_1=\frac12(-\partial_x+\partial_y+\partial_z)$, $\partial_2=\frac12(\partial_x-\partial_y+\partial_z)$ and $\partial_{12}=\frac12(\partial_x+\partial_y-\partial_z)$. The factor $r_1r_2r_{12}$ cancels every denominator in $\gamma_i$ and in the potential, so each weight is a polynomial and each integral a sum of products of one-dimensional integrals.

The basis is $[\phi_i(x)\phi_j(y)+\phi_j(x)\phi_i(y)]\chi_k(z)$, with $\phi_i(x)=L_i^{(2)}(s x)e^{-sx/2}$, $i\le j<n_{xy}$, and $\chi_k$ of the same form with scale $s_z$, $k<n_z$. Its size is $n_{xy}(n_{xy}+1)n_z/2$. Gauss–Laguerre quadrature is exact for these integrals, and the lowest roots of $Hc=ESc$ were found by shift-and-invert Lanczos iteration.

### H⁻

The scales are $s=0.44$ and $s_z=1.4\ a_0^{-1}$. With $1/r_{12}$ removed and $(n_{xy},n_z)=(16,8)$ the roots are $-0.2500000$ and $-0.1805556$, the two values derived above. With the repulsion:

| $n_{xy},n_z$ | size | $E/E_h$ |
|---|---|---|
| 6, 3 | 63 | −0.12527365 |
| 10, 4 | 220 | −0.12535294 |
| 14, 5 | 525 | −0.12535521 |
| 20, 7 | 1470 | −0.12535544 |
| 24, 8 | 2400 | −0.12535545 |

The bases are nested, so the entries fall, and each is an upper bound. The first is already below $-0.125$, and that settles the existence of the state. The value $E=-0.125355\,E_h$ is an inference from the convergence, the last step being $1\times10^{-8}$. The binding below $n=2$ is at least $0.12535545-0.125=0.00035545\,E_h=9.672$ meV, and by the same inference about $9.67$ meV. The level stands $0.5-0.125355=0.374645\,E_h$ above the $1s$ threshold, inside a continuum it cannot enter.

Scaling all lengths by $1/\lambda$ turns the energy into $\lambda^2\langle T\rangle+\lambda\langle V\rangle$, which an eigenstate makes stationary at $\lambda=1$, so $-\langle V\rangle/\langle T\rangle=2$. The largest basis gives $\langle T\rangle=0.125355$ and the ratio $2.000000$. The state is wide: this basis gives $\langle r_1\rangle=11.657\,a_0$ and $\langle r_{12}\rangle=19.583\,a_0$ (radii converge more slowly than the energy, and adding a more diffuse scale moves them to $11.658$ and $19.585\,a_0$), against $\int t^5e^{-t}dt/24=5\,a_0$ for a $2p$ electron of hydrogen. The outer electron decays with $\kappa=\sqrt{2\times0.00035545}=0.02666\,a_0^{-1}$, whereas the single configuration imposes $\zeta/2$ on both electrons, more than ten times larger.

The second root is $-0.124818$, above threshold. Its value is set by the range of the basis: with more diffuse functions it falls to $-0.12498$, as a discretised $2p\,\varepsilon p$ continuum state would, and remains above $-0.125$. It is an upper bound, so it suggests a single bound state without proving it.

### Partial waves

The function $P_l(c)$ couples two orbitals of angular momentum $l$ to a scalar. The operator $\mathbf l_1=-i\,\mathbf r_1\times\nabla_1$ keeps both $l$ values and is a vector, so $l_{1z}P_l(c)=-i(\mathbf n_1\times\mathbf n_2)_zP_l'(c)$ is the $L=1$ coupling of $l$ with $l$. With the weight $1-c^2$ as before, the angular factor of the multipole $k$ is

$$c_k(l,l')=\frac{\int_{-1}^1(1-c^2)P_l'P_kP_{l'}'\,dc}{\sqrt{N_lN_{l'}}},\qquad N_l=\int_{-1}^1(1-c^2)P_l'^2dc=\frac{2l(l+1)}{2l+1},$$

where $N_l$ follows from integrating by parts with Legendre's equation. The coupling is unique up to a phase, so the $3j$–$6j$ form used in the computation differs at most in the signs of basis functions, which leave the roots unchanged. The radial factor is symmetric and is built from 24 functions $t^2L_i^{(4)}(t)e^{-t/2}$, $t=sr$, $s=0.5\,a_0^{-1}$, with the radial integrals done by Gauss–Legendre quadrature. Configuration interaction over $l\le l_{\max}$ gives:

| $l_{\max}$ | $E/E_h$ | $l_{\max}$ | $E/E_h$ |
|---|---|---|---|
| 1 | −0.1247756 | 4 | −0.1253533 |
| 2 | −0.1253098 | 5 | −0.1253547 |
| 3 | −0.1253479 | 6 | −0.1253551 |

The last entry lies within $4\times10^{-7}E_h$ of the perimetric result, about $0.1\%$ of the binding energy. The $pp$ space, with full radial freedom in this basis, stays above threshold, and the root falls below it once $dd$ is admitted. The $l_{\max}=1$ entry is not a converged level: more diffuse radial functions lower it by $2\times10^{-4}E_h$, to within a few $10^{-6}E_h$ of $-0.125$ from above, while the entries with $l_{\max}\ge2$ move by less than $10^{-7}E_h$. In $pp$ alone $P_1'=1$, so $F$ does not depend on the angle between the electrons. That angular correlation is needed for the binding is a conjecture supported by the table: the $pp$ entry is only a bound, and the exact $pp$ spectrum reaches down at least to $-0.125$, where $2p\,\varepsilon p$ begins.

### He

With $s=1.4$, $s_z=3.0\ a_0^{-1}$ and $(16,8)$, 1088 functions, the two lowest roots are $-0.710500$ ($2p^2$) and $-0.56781$ ($2p3p$). Configuration interaction with $s=2.0\,a_0^{-1}$ and $l\le6$ gives $-0.710497$ and $-0.56781$. The first level is $0.210500\,E_h=5728$ meV below $n=2$ and $1.289500\,E_h$ above the $1s$ threshold. The outer electron sees the net charge $Z-1=1$, whose attraction supports a Rydberg series $2pnp\ ^3P^e$ below $-0.5$, all of it protected by the same rule. In H⁻ the net charge is zero and this reason for a series is absent.

## Where the stability ends

The reply must not be overstated. Spin-dependent terms conserve only $J$ and $\pi$, and even continua exist for each $J$ of the term: $1s\,\varepsilon s\ ^1S_0$; $1s\,\varepsilon s\ ^3S_1$ and $1s\,\varepsilon d\ ^3D_1$; $1s\,\varepsilon d\ ^{1,3}D_2$. One path can be traced with $H_{so}=\zeta_{so}\sum_i\mathbf l_i\cdot\mathbf s_i$ inside $p^2$, angular momenta in $\hbar$.

For $M_J=2$ the determinants are $|1^\uparrow0^\uparrow|$ ($^3P_2$) and $|1^\uparrow1^\downarrow|$ ($^1D_2$). In $\mathbf l\cdot\mathbf s=l_zs_z+\frac12(l_+s_-+l_-s_+)$ the term $\frac12l_+s_-$ takes $0^\uparrow$ to $\frac12\sqrt2\;1^\downarrow$, and both ladder terms annihilate $1^\uparrow$. The element is $\zeta_{so}/\sqrt2=0.707107\,\zeta_{so}$. On $^1S_0$, $\mathbf l_2=-\mathbf l_1$ because $L=0$, so $H_{so}$ acts as $\zeta_{so}\mathbf l_1\cdot(\mathbf s_1-\mathbf s_2)$. In a scalar state $\langle l_{1j}l_{1k}\rangle=\frac23\delta_{jk}$, and $(\mathbf s_1-\mathbf s_2)^2=2\mathbf s_1^2+2\mathbf s_2^2-\mathbf S^2=3$ in the singlet, so the squared norm is $2\zeta_{so}^2$. The diagonal element vanishes since $\langle\mathbf l_1\rangle=0$, and $^3P_0$ is the only other $J=0$ level, so the element has magnitude $\sqrt2\,\zeta_{so}=1.414214\,\zeta_{so}$. To leading order the borrowed width is the singlet width times the squared ratio of this element to the term splitting. At small $Z$ that ratio scales as $\alpha^2$, with $\alpha$ the fine-structure constant, so the borrowed width scales as $\alpha^4$ times the singlet width. The coefficient depends on the term splitting and need not be near one: the $^3P$–$^1D$ splitting in He is a small fraction of $E_h$, which makes the coefficient large for $J=2$. The level $^3P_1$ is the only $J=1$ level of $p^2$ and has no such partner, but direct spin-dependent coupling to the $J=1$ continua is not forbidden. Spin–other-orbit and spin–spin terms enter at the same order in $\alpha$ and are not evaluated here.

Electric-dipole emission changes parity. The angular function $x_1y_2-y_1x_2$ on the unit spheres has mean square $\frac29$, and a normalised $s\,p_y$ function is $\sqrt3\,y_2$. The dipole component $x_1$ gives $\sqrt3\cdot\frac19/\sqrt{2/9}=1/\sqrt6=0.408248$, which is not zero. The term radiates to $1s\,p\ ^3P^o$: in He to the levels $1snp$, such as $1s2p$, and also into the continuum $1s\,\varepsilon p$, which is open because the term lies above the $1s$ threshold; in H⁻ into that continuum. The same angular factor connects it to $2s2p\ ^3P^o$, which lies lower in energy in both He and H⁻ and can autoionise to $1s\,\varepsilon p$. A static electric field along the quantisation axis breaks parity but conserves $M$ and the reflection $y_i\to-y_i$. The function $W$ is odd under this reflection, while every $M=0$ channel with an $s$ core is even, so the $M=0$ component stays uncoupled from the $1s$ continuum. The $M=\pm1$ components are not protected: $y_1z_2-z_1y_2$ is connected by $z_1$ to $s\,p_y$ with the same non-zero angular factor as above, so they mix with $1s\,\varepsilon p$. All energies are for infinite nuclear mass.

## Recommendation

The claim should be restricted to levels for which an open channel has the same $S$, $L$ and parity, and the golden-rule formula should carry its angular factor. The remark on H⁻ should be withdrawn, since it rests on an upper bound that a 63-function basis undercuts.
